**Equilibrium and stability of a pinned surface nanobubble**

The program tests $\sin\theta_e=\zeta L/L_c$ with $L_c=4\sigma/P_0$, where $\theta_e$ is the gas-side contact angle, $\zeta$ the gas oversaturation, $L$ the footprint diameter, $\sigma$ the surface tension and $P_0$ the ambient pressure. It minimises a free energy over gas content and height and asserts that the minimum lies at the predicted angle, 12.186° in the example. It asserts that this point is a minimum for a pinned footprint and has one negative direction for a free footprint. The diffusion factor from a surface integral equation is compared with an independent integral; both give 1.3202. Nonlinear trajectories started at 3°, 60° and 165° return to equilibrium, while one started at 170°, above the unstable root at 167.814°, grows. The measured decay rate agrees with the quasi-steady relaxation time of 73.10 µs. Eigenvalues of a time-dependent diffusion model, with a hemisphere of equal capacity in place of the cap, show decay for the pinned case and growth for the free one. The output also sizes the required pinning force and the effects of vapour, depth, contamination and slow transport in the liquid.

## Numerical verification

```python
# Result under test: a surface bubble with pinned footprint diameter L has the
# equilibrium gas-side angle theta_e, sin(theta_e) = zeta*L/L_c, L_c = 4*sigma/P0.
# The root below 90 degrees is stable against gas diffusion, the other is not.
# zeta: gas oversaturation c_inf/c_s - 1; sigma: surface tension; P0: ambient
# pressure; c_s: gas solubility at P0; D: gas diffusivity; a = L/2.
# f: diffusion factor in dn/dt = pi*a*D*f*(c_inf - c_surface).
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import ellipkm1

T = 298.15
P0 = const.atm
SIGMA = 0.072
C_S = 0.65
D = 2.0e-9
ZETA = 2.0
L = 300e-9
a = L / 2
RT = const.R * T
KT = const.k * T
C_INF = (1 + ZETA) * C_S
deg = math.degrees


def volume(theta, radius=a):
    h = radius * math.tan(theta / 2)
    return math.pi * h * (3 * radius**2 + h**2) / 6


def pressure(theta, radius=a):
    return P0 + 2 * SIGMA * math.sin(theta) / radius


def amount(theta, radius=a):
    return pressure(theta, radius) * volume(theta, radius) / RT


def amount_slope(theta):
    compress = volume(theta) * 2 * SIGMA / a * math.cos(theta)
    expand = pressure(theta) * math.pi * a**3 / (1 + math.cos(theta))**2
    return (expand + compress) / RT


# Equilibrium formula and the derived lengths
L_c = 4 * SIGMA / P0
theta_e = math.asin(ZETA * L / L_c)
h_e = a * math.tan(theta_e / 2)
n_e = amount(theta_e)

# Cap volume against direct integration over horizontal slices
for angle in (0.3, 0.7, 2.2):
    R = a / math.sin(angle)
    top = R * (1 - math.cos(angle)) / a
    slices = quad(lambda z: math.pi * ((R / a)**2
                  - (z + R / a * math.cos(angle))**2), 0, top)[0]
    assert abs(slices * a**3 / volume(angle) - 1) < 1e-9

# Gas content rises with angle, also beyond 90 degrees
for angle in np.radians(np.arange(1, 180, 2)):
    step = 1e-5
    numeric = (amount(angle + step) - amount(angle - step)) / (2 * step)
    assert numeric > 0
    assert abs(numeric / amount_slope(angle) - 1) < 1e-5

# Full free energy in units sigma*a^2; y = n*R*T/(P0*a^3), lengths in a.
# Neither Laplace's law nor equality of concentrations is put in.
beta = P0 * a / SIGMA


def free_energy(b, h, y, cos_wall):
    v = math.pi * h * (3 * b**2 + h**2) / 6
    gas = y * (math.log(y / (v * (1 + ZETA))) - 1)
    return math.pi * (h**2 + (1 - cos_wall) * b**2) + beta * (v + gas)


found = minimize(lambda q: free_energy(1, math.exp(q[0]), math.exp(q[1]), 1),
                 [-2.0, -0.5], method="Nelder-Mead",
                 options=dict(xatol=1e-10, fatol=1e-15, maxiter=2000))
theta_energy = 2 * math.atan(math.exp(found.x[0]))
assert abs(theta_energy - theta_e) < 1e-5


def hessian(function, point, step=1e-3):
    size = len(point)
    result = np.zeros((size, size))
    unit = np.eye(size) * step
    for i in range(size):
        for j in range(size):
            result[i, j] = sum(s * t * function(*(point + s * unit[i]
                               + t * unit[j])) for s in (1, -1)
                               for t in (1, -1)) / (4 * step**2)
    return result


# Wall wetting angle set to theta_e so that the free footprint is also at rest
x_e = h_e / a
y_e = n_e * RT / (P0 * a**3)
point = np.array([1.0, x_e, y_e])
full_hessian = hessian(lambda b, h, y: free_energy(b, h, y,
                       math.cos(theta_e)), point)
free_eigs = np.linalg.eigvalsh(full_hessian)
pinned_eigs = np.linalg.eigvalsh(full_hessian[1:, 1:])
assert np.all(pinned_eigs > 0)
assert np.sum(free_eigs < 0) == 1


# Energy after the gas content has adjusted, with its constant removed
def reduced_energy(h, excess=ZETA * P0, radius=a, tension=SIGMA):
    v = math.pi * h * (3 * radius**2 + h**2) / 6
    return math.pi * tension * h**2 - excess * v


def angle_from_energy(excess, tension=SIGMA):
    best = minimize_scalar(lambda x: reduced_energy(x * a, excess, a, tension)
                           / (tension * a**2), bounds=(0, 1),
                           method="bounded", options=dict(xatol=1e-10))
    return 2 * math.atan(best.x)


step = h_e * 1e-3
curvature = (reduced_energy(h_e + step) - 2 * reduced_energy(h_e)
             + reduced_energy(h_e - step)) / step**2
stiffness = 2 * math.pi * SIGMA * math.cos(theta_e)
assert abs(curvature / stiffness - 1) < 1e-5
h_top = a / math.tan(theta_e / 2)
step = h_top * 1e-3
top_curvature = (reduced_energy(h_top + step) - 2 * reduced_energy(h_top)
                 + reduced_energy(h_top - step)) / step**2
assert abs(top_curvature / -stiffness - 1) < 1e-5
barrier = reduced_energy(h_top) - reduced_energy(h_e)

# Above the largest footprint the energy falls all the way: no equilibrium
L_max = L_c / ZETA
for factor, monotone in ((1.05, True), (0.95, False)):
    radius = factor * L_max / 2
    energies = [reduced_energy(x * radius, radius=radius)
                for x in np.linspace(0.001, 4, 2000)]
    # close to x = 0 the energy also falls, so the whole range decides
    assert bool(np.all(np.diff(energies) < 0)) == monotone

# Diffusion factor: toroidal-coordinate integral
nodes, weights = np.polynomial.legendre.leggauss(400)
tau_nodes = 50 * (nodes + 1)
tau_weights = 50 * weights


def diffusion_factor(theta):
    t = tau_nodes
    kernel = ((1 + np.cosh(2 * theta * t)) / np.sinh(2 * math.pi * t)
              * np.tanh((math.pi - theta) * t))
    return math.tan(theta / 2) + 4 * float(np.dot(tau_weights, kernel))


# Diffusion factor: surface integral equation for cap plus mirror image
def factor_from_surface(theta, count):
    x, w = np.polynomial.legendre.leggauss(12)
    local = np.concatenate(((x - 1) / 2, (x + 1) / 2))
    local_w = np.concatenate((w, w)) / 2
    R = 1 / math.sin(theta)
    edges = theta * (1 - (np.arange(count + 1) / count)**3)
    middle = (edges[:-1] + edges[1:]) / 2
    half = (edges[:-1] - edges[1:]) / 2
    polar = middle[:, None] + half[:, None] * local
    r = R * np.sin(polar)
    z = R * (np.cos(polar) - math.cos(theta))
    area = r * R * half[:, None] * local_w
    rm = (R * np.sin(middle))[:, None, None]
    zm = (R * (np.cos(middle) - math.cos(theta)))[:, None, None]
    matrix = np.zeros((count, count))
    for side in (1, -1):
        far = (rm + r)**2 + (zm - side * z)**2
        near = (rm - r)**2 + (zm - side * z)**2
        ring = 2 / math.pi * ellipkm1(near / far) / np.sqrt(far)
        matrix += np.sum(ring * area, axis=2)
    density = np.linalg.solve(matrix, np.ones(count))
    return 4 * float(np.dot(density, area.sum(axis=1)))


f_coarse = factor_from_surface(theta_e, 50)
f_e = factor_from_surface(theta_e, 100)
assert abs(f_e - f_coarse) < 5e-3
assert abs(f_e / diffusion_factor(theta_e) - 1) < 3e-3
for angle in (math.pi / 6, math.pi / 2, 2.0):
    assert abs(factor_from_surface(angle, 80) / diffusion_factor(angle)
               - 1) < 3e-3
assert 4 / math.pi < f_e < 2
assert abs(factor_from_surface(math.pi / 2, 80) - 2) < 6e-3


# Nonlinear evolution of the gas content, angle recovered by inversion
def angle_of(content):
    return brentq(lambda q: amount(q) / content - 1, 1e-7,
                  math.pi - 1e-3, xtol=1e-14)


def growth(time, y):
    theta = angle_of(y[0] * n_e)
    surface = C_S * pressure(theta) / P0
    flow = math.pi * a * D * diffusion_factor(theta) * (C_INF - surface)
    return [flow / n_e]


def evolve(theta_start, duration, rtol=1e-7, atol=1e-9):
    run = solve_ivp(growth, (0, duration), [amount(theta_start) / n_e],
                    method="Radau", rtol=rtol, atol=atol)
    assert run.success
    return run.y[0, -1]


for start in (3, 60, 165):
    assert abs(angle_of(evolve(math.radians(start), 1.0) * n_e)
               - theta_e) < 1e-5
assert deg(math.pi - theta_e) < 170
assert deg(angle_of(evolve(math.radians(170), 0.05) * n_e)) > 170.5

drive_slope = C_S * L_c / L * math.cos(theta_e)
tau = amount_slope(theta_e) / (math.pi * a * D * f_e * drive_slope)
start = theta_e + 1e-4
remaining = evolve(start, tau, 1e-10, 1e-13) - 1
measured_rate = math.log((amount(start) / n_e - 1) / remaining)
assert abs(measured_rate - 1) < 5e-3

# Time-dependent diffusion around a hemisphere of equal capacity, radius b;
# kappa = b^3 * d(c_surface)/dn, time in b^2/D
b = a * f_e / 2


def fastest_mode(kappa, cells=300, outer=60.0):
    edges = np.geomspace(1, outer, cells + 1)
    centres = np.sqrt(edges[:-1] * edges[1:])
    places = np.concatenate(([1.0], centres, [outer]))
    link = 2 * math.pi / (1 / places[:-1] - 1 / places[1:])
    diagonal = link.copy()
    diagonal[1:] += link[:-1]
    network = np.diag(diagonal) - np.diag(link[:-1], 1) - np.diag(link[:-1], -1)
    store = np.concatenate(([1.0], 2 * math.pi / 3 * np.diff(edges**3)))
    to_concentration = np.ones(cells + 1)
    to_concentration[0] = kappa
    system = -network * to_concentration[None, :] / store[:, None]
    return float(np.max(np.linalg.eigvals(system).real))


step = 1e-5
dc_pinned = C_S / P0 * (pressure(theta_e + step) - pressure(theta_e - step))
dn_pinned = amount(theta_e + step) - amount(theta_e - step)
up, down = a * (1 + step), a * (1 - step)
dc_free = C_S / P0 * (pressure(theta_e, up) - pressure(theta_e, down))
dn_free = amount(theta_e, up) - amount(theta_e, down)
kappa_pinned = b**3 * dc_pinned / dn_pinned
kappa_free = b**3 * dc_free / dn_free
assert kappa_pinned > 0 > kappa_free
assert fastest_mode(kappa_pinned) < 0
free_rate = fastest_mode(kappa_free)
strength = 2 * math.pi * abs(kappa_free)
root = brentq(lambda q: q**2 - strength * (1 + q), 0, 10)
assert free_rate > 0 and abs(free_rate / root**2 - 1) < 0.01

# Force per length that pinning must supply, tested by moving the footprint
water_angle = math.radians(75)
wall_angle = math.pi - water_angle
pin_force = SIGMA * (math.cos(theta_e) - math.cos(wall_angle))


def footprint_energy(radius):
    wall = math.pi * SIGMA * radius**2 * (1 - math.cos(wall_angle))
    return wall + reduced_energy(h_e, radius=radius)


pull = (footprint_energy(up) - footprint_energy(down)) / (up - down)
assert abs(pull / (2 * math.pi * a) / pin_force - 1) < 1e-5

# Effects left out of the model
vapour, depth, density = 3200.0, 0.3, 1000.0
hydrostatic = density * const.g * depth
theta_vapour = angle_from_energy(ZETA * P0 + vapour)
theta_depth = angle_from_energy(ZETA * P0 - hydrostatic)
low_tension = 0.8 * SIGMA
theta_dirty = angle_from_energy(ZETA * P0, low_tension)
for angle, excess, tension in ((theta_vapour, ZETA * P0 + vapour, SIGMA),
                               (theta_depth, ZETA * P0 - hydrostatic, SIGMA),
                               (theta_dirty, ZETA * P0, low_tension)):
    assert abs(math.sin(angle) - excess * a / (2 * tension)) < 1e-5
expansion = pressure(theta_e) * math.pi * a**3 / (1 + math.cos(theta_e))**2 / RT
tau_fixed_density = tau * expansion / amount_slope(theta_e)
height_spread = math.sqrt(KT / stiffness)
laplace = pressure(theta_e) - P0
hamaker = 1e-20
film_pressure = hamaker / (6 * math.pi * h_e**3)
shear_rate, viscosity = 1000.0, 0.9e-3
peclet = shear_rate * a**2 / D
molecule = 0.37e-9
free_path = KT / (math.sqrt(2) * math.pi * molecule**2 * pressure(theta_e))
zeta_rinse = -0.9
dissolve = quad(lambda q: amount_slope(q) / (math.pi * a * D * C_S
                * diffusion_factor(q) * (L_c / L * math.sin(q) - zeta_rinse)),
                0, theta_e)[0]
layer, film = 20e-6, 1e-3

print(f"Temperature: {T:.2f} K; ambient pressure: {P0/1e3:.3f} kPa")
print(f"Surface tension: {SIGMA*1e3:.1f} mN/m")
print(f"Nitrogen solubility at P0 (rough): {C_S:.2f} mol/m3")
print(f"Nitrogen diffusivity (rough): {D:.2e} m2/s")
print(f"Oversaturation zeta: {ZETA:.2f}; footprint L: {L*1e9:.1f} nm")
print(f"Length L_c: {L_c*1e9:.1f} nm; sin(theta_e): {ZETA*L/L_c:.5f}")
print(f"Equilibrium gas-side angle: {deg(theta_e):.3f} deg")
print(f"Angle from free-energy minimum: {deg(theta_energy):.3f} deg")
print(f"Water-side angle: {180-deg(theta_e):.3f} deg")
print(f"Unstable gas-side angle: {deg(math.pi-theta_e):.3f} deg")
print(f"Height: {h_e*1e9:.2f} nm; curvature radius: {a/math.sin(theta_e)*1e9:.1f} nm")
print(f"Laplace pressure: {laplace/1e3:.2f} kPa")
print(f"Inner pressure: {pressure(theta_e)/1e3:.2f} kPa")
print(f"Volume: {volume(theta_e)*1e27:.4e} nm3")
print(f"Gas content: {n_e:.4e} mol = {n_e*const.N_A:.3e} molecules")
print(f"Largest pinned equilibrium footprint: {L_max*1e9:.1f} nm")
print(f"Diffusion factor f: {f_e:.4f}; mesh shift 50 to 100: {f_e-f_coarse:.2e}")
print(f"f from toroidal integral: {diffusion_factor(theta_e):.4f}")
print(f"dn/dtheta at equilibrium: {amount_slope(theta_e):.4e} mol/rad")
print(f"Quasi-steady relaxation time: {tau*1e6:.2f} us")
print(f"Measured decay rate times this time: {measured_rate:.4f}")
print(f"Relaxation time at fixed gas density: {tau_fixed_density*1e6:.2f} us")
print(f"Diffusion time a^2/D: {a**2/D*1e6:.2f} us; ratio to tau: {a**2/D/tau:.3f}")
print(f"Energy stiffness in height: {stiffness:.4f} N/m")
print(f"Barrier to unstable root: {barrier/KT:.3e} kT")
print(f"Thermal spread of height: {height_spread*1e9:.3f} nm")
print("Pinned Hessian eigenvalues (scaled):", np.round(pinned_eigs, 4))
print("Free Hessian eigenvalues (scaled):", np.round(free_eigs, 4))
print(f"kappa pinned: {kappa_pinned:.5f}; kappa free: {kappa_free:.5f}")
print(f"Free-footprint growth time, full diffusion: {b**2/D/free_rate*1e6:.1f} us")
print(f"Free-footprint growth time, quasi-steady: {b**2/D/strength*1e6:.1f} us")
print(f"Wafer water-side wetting angle (rough): {deg(water_angle):.1f} deg")
print(f"Required pinning force: {pin_force*1e3:.2f} mN/m")
print(f"Vapour pressure (rough): {vapour/1e3:.1f} kPa; angle shift: {deg(theta_vapour-theta_e):.3f} deg")
print(f"Bath depth: {depth:.2f} m; angle shift: {deg(theta_depth-theta_e):.3f} deg")
print(f"Lower tension: {low_tension*1e3:.1f} mN/m; angle: {deg(theta_dirty):.3f} deg")
print(f"Hamaker constant (rough): {hamaker:.1e} J; apex film pressure: {film_pressure:.1f} Pa")
print(f"Gas mean free path (rough): {free_path*1e9:.1f} nm")
print(f"Rinse shear rate (rough): {shear_rate:.0f} 1/s; Peclet number: {peclet:.4f}")
print(f"Rinse shear stress: {viscosity*shear_rate:.2f} Pa")
print(f"Degassed rinse zeta: {zeta_rinse:.2f}; dissolution time: {dissolve*1e6:.2f} us")
print(f"Diffusion time over {layer*1e6:.0f} um layer: {layer**2/D:.3f} s")
print(f"Diffusion time over {film*1e3:.0f} mm film: {film**2/D:.1f} s")
print("all assertions hold")
```

Running it gives:

```
Temperature: 298.15 K; ambient pressure: 101.325 kPa
Surface tension: 72.0 mN/m
Nitrogen solubility at P0 (rough): 0.65 mol/m3
Nitrogen diffusivity (rough): 2.00e-09 m2/s
Oversaturation zeta: 2.00; footprint L: 300.0 nm
Length L_c: 2842.3 nm; sin(theta_e): 0.21109
Equilibrium gas-side angle: 12.186 deg
Angle from free-energy minimum: 12.186 deg
Water-side angle: 167.814 deg
Unstable gas-side angle: 167.814 deg
Height: 16.01 nm; curvature radius: 710.6 nm
Laplace pressure: 202.65 kPa
Inner pressure: 303.98 kPa
Volume: 5.6808e+05 nm3
Gas content: 6.9659e-20 mol = 4.195e+04 molecules
Largest pinned equilibrium footprint: 1421.2 nm
Diffusion factor f: 1.3202; mesh shift 50 to 100: -7.07e-06
f from toroidal integral: 1.3202
dn/dtheta at equilibrium: 5.4752e-19 mol/rad
Quasi-steady relaxation time: 73.10 us
Measured decay rate times this time: 0.9999
Relaxation time at fixed gas density: 44.39 us
Diffusion time a^2/D: 11.25 us; ratio to tau: 0.154
Energy stiffness in height: 0.4422 N/m
Barrier to unstable root: 3.455e+07 kT
Thermal spread of height: 0.096 nm
Pinned Hessian eigenvalues (scaled): [ 0.1615 15.8958]
Free Hessian eigenvalues (scaled): [-0.0739  0.6246 15.9299]
kappa pinned: 0.01067; kappa free: -0.00776
Free-footprint growth time, full diffusion: 80.6 us
Free-footprint growth time, quasi-steady: 100.5 us
Wafer water-side wetting angle (rough): 75.0 deg
Required pinning force: 89.01 mN/m
Vapour pressure (rough): 3.2 kPa; angle shift: 0.195 deg
Bath depth: 0.30 m; angle shift: -0.180 deg
Lower tension: 57.6 mN/m; angle: 15.300 deg
Hamaker constant (rough): 1.0e-20 J; apex film pressure: 129.2 Pa
Gas mean free path (rough): 22.3 nm
Rinse shear rate (rough): 1000 1/s; Peclet number: 0.0112
Rinse shear stress: 0.90 Pa
Degassed rinse zeta: -0.90; dissolution time: 44.63 us
Diffusion time over 20 um layer: 0.200 s
Diffusion time over 1 mm film: 500.0 s
all assertions hold
```
